# Integrating the Hartree Functions Z^k and Y^k in Their Stable Directions: a program that tests the result

```python
# Result under test: the Hartree functions
#   Z(r) = int_0^r (s/r)^k f(s) ds,
#   Y(r) = Z(r) + int_r^inf (r/s)^(k+1) f(s) ds,      f = P_a P_b,
# are obtained stably by integrating Z outward and Y inward in t = ln r.
# An error made at r1 evolves as (r1/r)^k in Z and as (r/r1)^(k+1) in Y,
# so the opposite directions amplify it (Z with k = 0 is neutral).
# Symbols: g = r f, h = step in t, a = 2k+1, W = Y - Z. Atomic units.
# Test products have the form f = A r^p exp(-b r), from hydrogenic orbitals
# of nuclear charge 1.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma, gammainc, gammaincc

PAIR_2P2P = (1 / 24, 4, 1.0)
PAIR_1S2P = (1 / np.sqrt(6), 3, 1.5)
T_MIN, T_MAX = -8.0, 4.0


def product(r, pair):
    A, p, b = pair
    return A * r**p * np.exp(-b * r)


def exact_zy(r, k, pair):
    """Defining integrals expressed by incomplete gamma functions."""
    A, p, b = pair
    m, n = p + k + 1, p - k
    z = A * r**(-k) * b**(-m) * gamma(m) * gammainc(m, b * r)
    w = A * r**(k + 1) * b**(-n) * gamma(n) * gammaincc(n, b * r)
    return z, z + w


def sweep_out(source, rate, h, first, second):
    """Solve (D + rate) u = source towards larger t."""
    q = np.exp(-rate * h)
    u = np.empty_like(source)
    u[0], u[1] = first, second
    for j in range(len(u) - 2):
        s = q*q*source[j] + 4*q*source[j + 1] + source[j + 2]
        u[j + 2] = q*q*u[j] + h / 3 * s
    return u


def sweep_in(source, rate, h, last, before_last):
    """Solve (D - rate) u = -source towards smaller t."""
    q = np.exp(-rate * h)
    u = np.empty_like(source)
    u[-1], u[-2] = last, before_last
    for j in range(len(u) - 3, -1, -1):
        s = source[j] + 4*q*source[j + 1] + q*q*source[j + 2]
        u[j] = q*q*u[j + 2] + h / 3 * s
    return u


def hartree_functions(k, pair, steps_per_unit):
    """Return grid, Z, Y from the Z source, and Y = Z + W."""
    h = 1 / steps_per_unit
    t = T_MIN + h * np.arange(int((T_MAX - T_MIN) * steps_per_unit) + 1)
    r = np.exp(t)
    g = r * product(r, pair)
    power = pair[1] + k + 1
    z = sweep_out(g, k, h, g[0] / power, g[1] / power)
    y = sweep_in((2*k + 1) * z, k + 1, h, z[-1], z[-2])
    w = sweep_in(g, k + 1, h, 0.0, 0.0)
    return r, g, z, y, z + w


# The gamma-function reference agrees with direct quadrature.
for k in (0, 1, 2):
    for x in (0.3, 3.0, 12.0):
        zq = quad(lambda s: (s/x)**k * product(s, PAIR_2P2P), 0, x,
                  epsabs=1e-13, epsrel=1e-11)[0]
        wq = quad(lambda s: (x/s)**(k + 1) * product(s, PAIR_2P2P),
                  x, np.inf, epsabs=1e-13, epsrel=1e-11)[0]
        assert np.allclose(exact_zy(x, k, PAIR_2P2P), (zq, zq + wq),
                           rtol=1e-8, atol=1e-11)


def error_factor(kind, k, start, stop, delta=1e-3):
    """Perturb the start of the r equation; no integrating factor is used."""
    index = 0 if kind == "Z" else 1

    def slope(r, u):
        if kind == "Z":
            return product(r, PAIR_2P2P) - k * u / r
        return ((k + 1) * u - (2*k + 1) * exact_zy(r, k, PAIR_2P2P)[0]) / r

    begin = exact_zy(start, k, PAIR_2P2P)[index] + delta
    run = solve_ivp(slope, (start, stop), [begin], method="DOP853",
                    rtol=1e-12, atol=1e-14)
    assert run.success
    return (run.y[0, -1] - exact_zy(stop, k, PAIR_2P2P)[index]) / delta


print("Error factors, adaptive solver, between r = 0.2 and 20 bohr:")
for k in (0, 1, 2):
    z_in, z_out = error_factor("Z", k, 20., .2), error_factor("Z", k, .2, 20.)
    y_in, y_out = error_factor("Y", k, 20., .2), error_factor("Y", k, .2, 20.)
    assert np.allclose([z_in, z_out], [100.**k, 100.**(-k)], rtol=0.02, atol=0)
    assert np.allclose([y_in, y_out], [100.**(-k-1), 100.**(k+1)],
                       rtol=0.02, atol=0)
    print(f" k={k}: Z outward {z_out:.3e}, Z inward {z_in:.3e}, "
          f"Y inward {y_in:.3e}, Y outward {y_out:.3e}")

# Main example: 2p2p product with k = 2.
k, a, per_unit = 2, 5, 16
h = 1 / per_unit
c = h**4 / 180
r, g, z, y, y_split = hartree_functions(k, PAIR_2P2P, per_unit)
z_ref, y_ref = exact_zy(r, k, PAIR_2P2P)
print(f"Grid: h = {h}, {len(r)} points, r from {r[0]:.4e} to {r[-1]:.3f} bohr")
print(f"Factors for k=2: exp(-kh) = {np.exp(-k*h):.8f}, "
      f"exp(-(k+1)h) = {np.exp(-(k+1)*h):.8f}")
j = int((1.5 - T_MIN) * per_unit)
print(f"Z step from r = {r[j-2]:.5f} to {r[j]:.5f} bohr:")
print(f" g at 3 points = {g[j-2]:.8f}, {g[j-1]:.8f}, {g[j]:.8f}")
print(f" Z old = {z[j-2]:.8f}, Z new = {z[j]:.8f}, exact = {z_ref[j]:.8f}")
print(f"Y step from r = {r[j+2]:.5f} to {r[j]:.5f} bohr:")
print(f" Z at 3 points = {z[j]:.8f}, {z[j+1]:.8f}, {z[j+2]:.8f}")
print(f" Y old = {y[j+2]:.8f}, Y new = {y[j]:.8f}, exact = {y_ref[j]:.8f}")

# A constant error of Z is passed to Y with the factor (2k+1)/(k+1).
feed = sweep_in(a * np.ones_like(r), k + 1, h, 0.0, 0.0)
assert abs(feed[0] - a / (k + 1)) < 1e-4
assert feed.max() < 2
print(f"Error of Y per constant unit error of Z, k=2: {feed[0]:.5f}")

# Truncation errors and their leading terms.
print("Largest absolute errors for k=2 (Y plain; Y = Z + W):")
largest = []
for n in (16, 32, 64):
    rn, gn, zn, yn, sn = hartree_functions(k, PAIR_2P2P, n)
    ze, ye = exact_zy(rn, k, PAIR_2P2P)
    errors = (zn - ze, yn - ye, sn - ye)
    largest.append([np.abs(e).max() for e in errors])
    print(f" h = 1/{n}: Z {largest[-1][0]:.3e}, Y {largest[-1][1]:.3e}, "
          f"Z+W {largest[-1][2]:.3e}")
ratios = np.array(largest[1]) / np.array(largest[2])
assert np.all((ratios > 14) & (ratios < 18))
print("Error ratios, h = 1/32 to 1/64: "
      + ", ".join(f"{x:.2f}" for x in ratios))
cn = (1 / 64)**4 / 180
power = PAIR_2P2P[1] + 1
u = power + k - rn
Lg = (power*(power - 1) - 2*power*rn + rn**2 - k*(k + 1)) * gn
leading = (
    cn * (u**3 - 3*u*rn - rn) * gn,
    cn*a*(a**3*ye - 4*a*a*gn - 2*Lg) - cn*a**4*(rn/rn[-1])**(k+1)*ze[-1],
    cn * a * (3*Lg + a*a*gn))
misfits = [np.abs(e - l).max() / np.abs(e).max()
           for e, l in zip(errors, leading)]
assert max(misfits) < 0.03
print("Misfit of leading error terms at h = 1/64 (Z, Y, Z+W): "
      + ", ".join(f"{100*x:.3f}%" for x in misfits))
print(f"Relative tail error a^4 h^4/180 at h = 1/16: {c*a**4:.3e}")

# Wrong directions: the same recurrences solved for the other end value.
start_error = 1e-10
q = np.exp(-k * h)
z_wrong = np.empty_like(z)
z_wrong[-2:] = z_ref[-2:] * (1 + start_error)
for j in range(len(r) - 3, -1, -1):
    s = q*q*g[j] + 4*q*g[j + 1] + g[j + 2]
    z_wrong[j] = (z_wrong[j + 2] - h / 3 * s) / q**2
w = np.exp(-(k + 1) * h)
y_wrong = np.empty_like(y)
y_wrong[:2] = y_ref[:2]
for j in range(len(r) - 2):
    s = a * (z[j] + 4*w*z[j + 1] + w*w*z[j + 2])
    y_wrong[j + 2] = (y_wrong[j] - h / 3 * s) / w**2
dz, dy = z_wrong - z_ref, y_wrong - y_ref
dz_law = start_error * z_ref[-1] * (r[-1] / r[0])**k
dy_law = -c * a**4 * y_ref[0] * (r[-1] / r[0])**(k + 1)
assert abs(dz[0] / dz_law - 1) < 1e-3
assert abs(dy[-1] / dy_law - 1) < 0.05
print(f"Z inward, relative start error {start_error:.0e}:")
print(f" amplification (R/r0)^2 = {(r[-1]/r[0])**k:.3e}")
print(f" error at r0 = {dz[0]:.4e}, law {dz_law:.4e}, true Z = {z_ref[0]:.3e}")
print("Y outward, exact start values:")
print(f" amplification (R/r0)^3 = {(r[-1]/r[0])**(k+1):.3e}")
print(f" error at R = {dy[-1]:.4e}, law {dy_law:.4e}, true Y = {y_ref[-1]:.4e}")

# Growth of the relative errors in the two end regions.
inner, outer = int((-5 - T_MIN) * per_unit), int((3 - T_MIN) * per_unit)
rel_z, rel_y = dz / z_ref, dy / y_ref
growth_z, growth_y = rel_z[0] / rel_z[inner], rel_y[-1] / rel_y[outer]
law_z = (r[inner] / r[0])**(k + PAIR_2P2P[1] + 1)
law_y = (r[-1] / r[outer])**(2*k + 1)
assert abs(growth_z / law_z - 1) < 0.02
assert abs(growth_y / law_y - 1) < 0.02
print(f"Relative error growth of inward Z, r = {r[inner]:.3e} to {r[0]:.3e}"
      f" bohr: {growth_z:.3e}, law {law_z:.3e}")
print(f"Relative error growth of outward Y, r = {r[outer]:.2f} to {r[-1]:.2f}"
      f" bohr: {growth_y:.2f}, law {law_y:.2f}")
print("Stable values, then relative errors of the wrong-way runs:")
for tv in (-5, -2, 0, 1.5, 3, 4):
    j = int((tv - T_MIN) * per_unit)
    print(f" r={r[j]:.5f} bohr: Z={z[j]:.6e}, Y={y[j]:.6e}; "
          f"Z inward {rel_z[j]:.2e}, Y outward {rel_y[j]:.2e}")


def exact_slater(kk, amplitude, p, b):
    """Double integral from the definition, by symbolic integration."""
    x, s = sp.symbols("x s", positive=True)
    f = amplitude * x**p * sp.exp(-b * x)
    inside = sp.integrate(s**kk * f.subs(x, s), (s, 0, x))
    return sp.simplify(2 * sp.integrate(sp.expand(f * inside / x**(kk + 1)),
                                        (x, 0, sp.oo)))


print("Slater integrals at h = 1/16, in hartree:")
cases = (
    ("F0(2p,2p)", 0, PAIR_2P2P, (sp.Rational(1, 24), 4, sp.Integer(1))),
    ("F2(2p,2p)", 2, PAIR_2P2P, (sp.Rational(1, 24), 4, sp.Integer(1))),
    ("G1(1s,2p)", 1, PAIR_1S2P, (1 / sp.sqrt(6), 3, sp.Rational(3, 2))))
hartree_ev = physical_constants["Hartree energy in eV"][0]
for name, kk, pair, symbolic in cases:
    rr, gg, zz, yy, ss = hartree_functions(kk, pair, per_unit)
    f = product(rr, pair)
    plain, split = h * np.sum(f * yy), h * np.sum(f * ss)
    exact = exact_slater(kk, *symbolic)
    value = float(exact)
    assert abs(plain / value - 1) < 1e-4
    assert abs(split / value - 1) < 1e-4
    print(f" {name}: {plain:.9f}, exact {exact} = {value:.9f}")
    print(f"  error plain {plain-value:.2e}, error Z+W {split-value:.2e}")
    if name.startswith("F2"):
        f2_ev = plain * hartree_ev
print(f"F2(2p,2p) converted: {f2_ev:.5f} eV")
print("tests ok")
```

It prints:

```
Error factors, adaptive solver, between r = 0.2 and 20 bohr:
 k=0: Z outward 1.000e+00, Z inward 1.000e+00, Y inward 1.000e-02, Y outward 1.000e+02
 k=1: Z outward 1.000e-02, Z inward 1.000e+02, Y inward 1.000e-04, Y outward 1.000e+04
 k=2: Z outward 1.000e-04, Z inward 1.000e+04, Y inward 1.000e-06, Y outward 1.000e+06
Grid: h = 0.0625, 193 points, r from 3.3546e-04 to 54.598 bohr
Factors for k=2: exp(-kh) = 0.88249690, exp(-(k+1)h) = 0.82902912
Z step from r = 3.95508 to 4.48169 bohr:
 g at 3 points = 0.77249437, 0.81814877, 0.85236290
 Z old = 0.20337792, Z new = 0.24884999, exact = 0.24885161
Y step from r = 5.07842 to 4.48169 bohr:
 Z at 3 points = 0.24884999, 0.27036716, 0.29007256
 Y old = 0.49672200, Y new = 0.48147324, exact = 0.48147613
Error of Y per constant unit error of Z, k=2: 1.66668
Largest absolute errors for k=2 (Y plain; Y = Z + W):
 h = 1/16: Z 2.041e-06, Y 6.248e-06, Z+W 5.429e-06
 h = 1/32: Z 1.272e-07, Y 3.908e-07, Z+W 3.387e-07
 h = 1/64: Z 7.948e-09, Y 2.443e-08, Z+W 2.116e-08
Error ratios, h = 1/32 to 1/64: 16.00, 16.00, 16.01
Misfit of leading error terms at h = 1/64 (Z, Y, Z+W): 0.073%, 0.661%, 0.056%
Relative tail error a^4 h^4/180 at h = 1/16: 5.298e-05
Z inward, relative start error 1e-10:
 amplification (R/r0)^2 = 2.649e+10
 error at r0 = 2.6659e-02, law 2.6658e-02, true Z = 2.528e-20
Y outward, exact start values:
 amplification (R/r0)^3 = 4.311e+15
 error at R = -3.5516e-01, law -3.5929e-01, true Y = 1.0064e-02
Relative error growth of inward Z, r = 6.738e-03 to 3.355e-04 bohr: 1.311e+09, law 1.319e+09
Relative error growth of outward Y, r = 20.09 to 54.60 bohr: 148.44, law 148.41
Stable values, then relative errors of the wrong-way runs:
 r=0.00674 bohr: Z=8.219670e-14, Y=1.274639e-08; Z inward 8.04e+08, Y outward -3.21e-09
 r=0.13534 bohr: Z=2.401296e-07, Y=1.026620e-04; Z inward 6.82e-01, Y outward -1.15e-06
 r=1.00000 bohr: Z=2.497487e-03, Y=3.315489e-02; Z inward 1.02e-04, Y outward -3.46e-05
 r=4.48169 bohr: Z=2.488500e-01, Y=4.814732e-01; Z inward -6.49e-06, Y outward -4.14e-04
 r=20.08554 bohr: Z=7.434469e-02, Y=7.436201e-02; Z inward -4.26e-07, Y outward -2.38e-01
 r=54.59815 bohr: Z=1.006388e-02, Y=1.006388e-02; Z inward 1.00e-10, Y outward -3.53e+01
Slater integrals at h = 1/16, in hartree:
 F0(2p,2p): 0.181640650, exact 93/512 = 0.181640625
  error plain 2.55e-08, error Z+W -7.57e-08
 F2(2p,2p): 0.087890472, exact 45/512 = 0.087890625
  error plain -1.53e-07, error Z+W -2.84e-08
 G1(1s,2p): 0.051211666, exact 112/2187 = 0.051211706
  error plain -3.93e-08, error Z+W -4.20e-08
F2(2p,2p) converted: 2.39162 eV
tests ok
```
